# Cabrera–Mott Oxide Growth from Ion Injection and Electronic Equilibrium

**Q.** A metal in oxygen is said to grow its first oxide under a voltage that does not depend on the oxide thickness. Nobody has connected a battery. Where does the voltage come from?

**A.** From electrons that cross the oxide and settle on adsorbed oxygen. Take a planar oxide of thickness $X$ and permittivity $\varepsilon$, and let $n$ electrons per area have crossed. With $e>0$, the outer surface carries charge $-en$ per area and the metal carries $+en$. If the charge inside the film is negligible, the field is uniform and points outward, from metal to surface:

$$E=\frac{en}{\varepsilon},\qquad V=EX=\frac{enX}{\varepsilon}.$$

Here $V$ is the potential of the metal minus that of the surface. An electron has charge $-e$, so its energy at the surface is raised by $eV$ relative to the metal. If the empty acceptor level starts a depth $D$ below the metal's Fermi level, it ends at $-D+eV$. Transfer stops roughly when this reaches zero, at

$$V_M=\frac{D}{e},$$

the Mott potential. The thickness has dropped out: a thicker film needs less charge to reach the same voltage.

**Q.** "Roughly" hides the point at issue. What does equilibrium give?

**A.** Let there be a fixed number $N_s$ of acceptors per area, each holding at most one electron, with any degeneracy term absorbed in $D$. In mean field, treating the surface charge as smooth, the free energy per area is

$$F(n)=-Dn+\frac{e^2n^2X}{2\varepsilon}+kT\left[n\ln\frac{n}{N_s}+(N_s-n)\ln\frac{N_s-n}{N_s}\right].$$

The terms are the binding energy, the capacitor energy, and $-T$ times the entropy of distributing $n$ electrons over $N_s$ sites. In the derivative of the bracket the constants $+1$ and $-1$ cancel, so

$$0=\frac{dF}{dn}=-D+\frac{e^2nX}{\varepsilon}+kT\ln\frac{n}{N_s-n}.$$

The second term is $eV$. With the filling $f=n/N_s=\varepsilon V/(eXN_s)$,

$$eV=D+kT\ln\frac{1-f}{f}.$$

$F$ is convex, so this is its one minimum. The potential does depend on thickness, through $f$. Differentiating, with $df/f=dV/V-dX/X$,

$$e\,dV=-\frac{kT}{1-f}\left(\frac{dV}{V}-\frac{dX}{X}\right)
\;\Rightarrow\;
\frac{dV}{d\ln X}\approx\frac{kT}{e(1-f)}\quad\text{for } eV(1-f)\gg kT .$$

For small $f$ the drift is thus about $kT/e$ for each 2.7-fold increase in thickness.

I shall use one model oxide throughout, in eV, nm and s: $T=300$ K, $kT=0.025852$ eV, $D=1.5$ eV, $N_s=5$ nm$^{-2}$ and relative permittivity 10, so $\varepsilon=0.5526\,e/(\mathrm{V\,nm})$. In mean field, $V$ rises from 1.534 to 1.574 V between $X=0.8$ and $3.2$ nm.

This small drift is not a prediction for a real film. At 1.6 nm there are about 0.54 electrons/nm$^2$, so neighbours are some $r=1.4$ nm apart. They sit between oxide and gas, so the average of the two permittivities counts. Before screening by the metal, two of them repel by $e^2/[2\pi(\varepsilon+\varepsilon_0)r]\approx0.19$ eV, or about $7kT$, where $\varepsilon_0$ is the vacuum permittivity. Discrete electrons therefore avoid one another, which makes room for more charge and raises $V$, here by some tenths of a volt, far more than the mean-field drift. The effect weakens as $n$ falls with thickness, so $V$ can fall where mean field says it rises.

**Q.** And in a very thin film, where the required charge would be enormous?

**A.** There the constancy fails. Setting $eV\approx D$ gives

$$f\approx \frac{X_s}{X},\qquad X_s=\frac{\varepsilon D}{e^2N_s}.$$

For $X\gg X_s$ the filling is small and the mean-field $V$ exceeds $V_M$ by about $(kT/e)\ln(X/X_s)$, a slow drift rather than a strict constant. For $X\ll X_s$ this estimate would exceed one, so the acceptors saturate instead: $f\to1$ and $V\to eN_sX/\varepsilon$. Then the field, not the potential, is constant. In the example $X_s=0.17$ nm, less than an atomic layer, so saturation is only a formal limit here. With fewer acceptors it would move into the range of real films.

**Q.** Growth keeps disturbing this equilibrium. Every arriving cation destroys surface charge.

**A.** Yes. A cation of charge $ze$ leaves the metal and reaches the surface, so $n$ falls by $z$ on both plates of the capacitor. Neutral oxide is left behind, and fresh oxygen restores the acceptors. Electrons must replace the loss.

Let $k_e$ be the electron transfer rate constant. The flux onto empty acceptors is $R=k_e(N_s-n)$. Detailed balance fixes the return flux as $k_en\,e^{(eV-D)/kT}$. For an ion flux $J$, the quasi-steady balance is

$$R-k_en\,e^{(eV-D)/kT}=zJ.$$

Divide by $R$ and take the logarithm:

$$G(V)\equiv eV-D+kT\ln\frac{f}{1-f}=kT\ln\left(1-\frac{zJ}{R}\right).$$

At the equilibrium potential $G(V_{eq})=0$. At fixed $X$, $f\propto V$, so $dG/dV=e+kT/[V(1-f)]\ge e$. Hence $-G(V)\ge e(V_{eq}-V)$, and

$$0<V_{eq}-V\le-\frac{kT}{e}\ln\left(1-\frac{zJ}{R}\right).$$

The condition for equilibration is $zJ\ll R$. Take $z=2$, $X=0.8$ nm and $k_e=10^4$ s$^{-1}$, with the ion parameters given below. In mean field, $zJ/R=0.11$, and the potential falls short of equilibrium by 2.98 mV, against a bound of 3.05 mV.

The balance omits the change of $n$ caused by thickening. At nearly constant $V$ this is $n\Omega J/X$, where $\Omega$ is the oxide volume per cation. Relative to $zJ$ it is $n\Omega/(zX)$, about 0.003 at 1.6 nm for $\Omega=0.02$ nm$^3$.

**Q.** Now the ions. Why should a field enter through an exponential?

**A.** Because the cation must cross a barrier to enter the oxide. Consider classical motion along a path with potential energy $U(x)$, and suppose that an ion crossing the saddle does not return at once. The escape rate is the thermal probability density at the saddle times the mean outward velocity:

$$\Gamma=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-U_{\rm saddle}/kT}}{\int_{\rm well}e^{-U/kT}dx}.$$

The square root is $\int_0^\infty v\,P(v)\,dv$ for the Maxwell distribution. In a harmonic well of stiffness $\kappa$, the integral is $e^{-U_{\rm well}/kT}\sqrt{2\pi kT/\kappa}$. With $B=U_{\rm saddle}-U_{\rm well}$,

$$\Gamma=\frac1{2\pi}\sqrt{\frac{\kappa}{m}}\,e^{-B/kT}=\nu e^{-B/kT}.$$

The field adds $-zeEx$ to $U$. If the saddle lies a distance $a$ outward from the well and neither point moves, the barrier falls from $W$ to

$$B=W-zeaE.$$

The relevant length is $a$, half of a symmetric jump, because the field need only help the ion to the top. I take the force on the ion to be $ze$ times the macroscopic field $V/X$, and I neglect any change of image forces with thickness.

**Q.** A strong field surely moves both the well and the saddle.

**A.** It does, and a cosine profile shows the cost. Take

$$U=\frac W2\left(1-\cos\frac{\pi x}{a}\right)-zeEx .$$

Stationary points satisfy $\sin(\pi x/a)=s$ with $s=2zeaE/(\pi W)$. The minimum is at $\pi x/a=\arcsin s$, the maximum at $\pi-\arcsin s$, and the cosines there are $\pm\sqrt{1-s^2}$. Therefore

$$B=W\sqrt{1-s^2}-zeaE\left(1-\frac{2}{\pi}\arcsin s\right)
=W\left[\sqrt{1-s^2}+s\arcsin s\right]-zeaE,$$

where $2zeaE/\pi=Ws$ was used. To second order the bracket is $1-\tfrac12s^2+s^2$, so the barrier exceeds the rigid-position value by $Ws^2/2$.

For the example let $W=1.4$ eV and $a=0.2$ nm. At $X=1.6$ nm and $V=V_M$, the field is 0.94 V/nm and $zeaE=0.375$ eV. The rigid barrier is 1.025 eV and the cosine barrier 1.045 eV. The small difference cuts the rate to 0.45 of the rigid value. Linear lowering is therefore a leading-order model: good for the trend, unreliable by a factor of about two in the rate for this profile and field. The error grows as the film thins: at 0.8 nm and the same potential, the cosine rate is only about 0.04 of the rigid one.

**Q.** You have described entry into the oxide. The ion must still cross the film, and it might fall back into the metal.

**A.** Let $M$ interior wells, separated by $2a$, lie between metal and surface, so that $X=2a(M+1)$. Let $c_j$ be the number of mobile ions per area in layer $j$, few enough not to block one another. The hop rates are $p$ forward and $q$ backward, and $b_0$ is the rate of return from the first well to the metal. With $N$ injection sites per area, the injection flux is

$$k_0=N\nu e^{-(W-zeaE)/kT}.$$

In steady state the same flux passes every link:

$$J=k_0-b_0c_1,\qquad J=pc_j-qc_{j+1}\;(1\le j<M),\qquad J=pc_M .$$

The last relation says that ions reaching the surface are built into oxide. Work backward with $r=q/p$: $c_M=J/p$, then $c_{M-1}=(J/p)(1+r)$, and each further step multiplies the previous sum by $r$ and adds one. Thus

$$c_1=\frac Jp\,\frac{1-r^M}{1-r},\qquad
J=\frac{k_0}{1+\dfrac{b_0}{p}\dfrac{1-r^M}{1-r}} .$$

Injection controls growth when the second term in the denominator is small.

**Q.** Is it?

**A.** Suppose the return barrier equals the interior barrier $W_i$, with the same $\nu$. The field lowers forward barriers and raises backward ones by $zeaE$, so $b_0/p=r=e^{-2u}$ with $u=zeaE/kT$. The denominator becomes

$$1+\frac{r(1-r^M)}{1-r}=\frac{1-r^{M+1}}{1-r}.$$

Since $2a(M+1)E=V$, we have $r^{M+1}=e^{-zeV/kT}$, which is negligible for $zeV\gg kT$. Then

$$J=k_0(1-e^{-2u})=N\nu e^{-W/kT}\,(e^{u}-e^{-u})=2N\nu e^{-W/kT}\sinh u .$$

At 1.6 nm, $u=14.5$ and the return flux is negligible. At 24 nm the net flux is 0.855 of the injected flux, so the one-way law is already 17% too high relative to the net flux.

The barrier $W_i$ has cancelled from $J$, but it still sets the number of ions in transit. For $r\ll1$, $c_1\approx k_0/p=Ne^{-(W-W_i)/kT}$. With $W_i=1.0$ eV and $N=10$ nm$^{-2}$, the film at 1.6 nm holds a mobile charge of $1.1\times10^{-5}\,e$/nm$^2$, against 0.54 electrons/nm$^2$ on the surface. Ions in transit therefore hardly disturb the field. The discrete surface electrons still make it vary from place to place along the metal, more so in thinner films, and the macroscopic field $V/X$ leaves this out. If $W_i$ approached $W$, both diluteness and uniformity would be in doubt.

**Q.** Then put the pieces together.

**A.** Each cation adds a volume $\Omega$, so $dX/dt=\Omega J$. In the injection-limited regime, with $E=V_M/X$,

$$\boxed{\frac{dX}{dt}=u_0\,e^{X_1/X},\qquad u_0=N\Omega\nu e^{-W/kT},\qquad X_1=\frac{zeaV_M}{kT}}$$

This is the Cabrera–Mott rate. With $\nu=10^{13}$ s$^{-1}$, $N\Omega\nu=10\times0.02\times10^{13}=2\times10^{12}$ nm/s, and

$$u_0=2\times10^{12}\,e^{-1.4/0.025852}=6.05\times10^{-12}\ \mathrm{nm/s},\qquad
X_1=\frac{2\times0.2\times1.5}{0.025852}=23.2\ \mathrm{nm}.$$

Without the field, growth would be imperceptible. The field multiplies the injection rate by $e^{14.5}$ at 1.6 nm.

**Q.** You replaced $V$ by $V_M$ inside an exponential. Is 0.05 V harmless there?

**A.** Not entirely. Inserting the equilibrium result multiplies the rate by

$$\exp\left[\frac{za(eV-D)}{kTX}\right]=\left(\frac{1-f}{f}\right)^{za/X}.$$

At 1.6 nm, $f=0.107$ and $za/X=0.25$, so the mean-field factor is 1.70. The avoidance between discrete electrons raises $V$ further, and at this thickness each additional 0.1 V multiplies the rate by about 2.6, so half a volt would multiply it by more than a hundred. Constant $V=V_M$ is therefore a simplification that shows the form of the law, not an accurate rate.

The law also fails at small $X$. The rigid barrier vanishes at $X=zeaV_M/W=0.6/1.4=0.43$ nm, and the linear rate formula loses its meaning before that. This limit belongs to the rigid approximation: in the cosine profile the well and saddle move, and a barrier still remains at that thickness. I start the film at $X_0=0.8$ nm, where the rigid barrier at $V_M$ is still 0.65 eV.

**Q.** What thickness does the law predict after a given time?

**A.** Separate the variables, so that $u_0t=\Phi(X)-\Phi(X_0)$ with $\Phi(X)=\int_0^Xe^{-X_1/s}ds$. Integration by parts gives

$$\Phi(X)=Xe^{-X_1/X}-X_1\int_0^X\frac{e^{-X_1/s}}{s}ds
=Xe^{-X_1/X}-X_1E_1\!\left(\frac{X_1}{X}\right).$$

The last step sets $y=X_1/s$, which turns the integral into $E_1(Y)=\int_Y^\infty e^{-y}dy/y$ with $Y=X_1/X$. At constant $V_M$ the thickness is 1.02, 1.26, 1.62 and 2.25 nm after $1$, $10^2$, $10^4$ and $10^6$ s.

For a simpler form, the same substitution in $\Phi$ gives $\Phi=X_1\int_Y^\infty e^{-y}y^{-2}dy$. Repeated integration by parts, with $\rho=X/X_1\ll1$, yields the asymptotic series

$$\Phi=\frac{X^2}{X_1}e^{-X_1/X}\left(1-2\rho+6\rho^2-\dots\right).$$

Once $\Phi(X_0)$ is negligible, $u_0t=\Phi(X)$ and

$$-\frac{d(1/X)}{d\ln t}=\frac{t}{X^2}\frac{dX}{dt}=\frac{\Phi\,e^{X_1/X}}{X^2}
=\frac1{X_1}\left(1-2\rho+6\rho^2-\dots\right).$$

So $1/X$ falls almost linearly with $\ln t$: the inverse logarithmic law. At $10^4$ s the slope is $0.883/X_1$, while the three terms shown give $0.890/X_1$. For the rigid barrier, reading $X_1$ from the slope as if the bracket were one would overestimate it by 13%. In the cosine profile the barrier falls about 11% less per unit field at this thickness, which shifts the reading the other way. A change of $V$ with thickness, such as the avoidance between electrons causes, shifts it too. A measured slope therefore does not by itself give an accurate $X_1$.

**Q.** Can you show that fast electrons matter, rather than merely assume them?

**A.** Integrate surface charge and thickness together, with $k_e$ constant in time and everything else fixed. Starting from 0.8 nm with equilibrium charge, $k_e=10^6$ s$^{-1}$ gives 1.68 nm after $10^4$ s. With $k_e=10^{-4}$ s$^{-1}$ the film reaches only 0.85 nm.

The slow case is limited by charge. At most $k_eN_st=5$ electrons/nm$^2$ arrive, and about 1.06 were there initially, so growth cannot exceed $0.02\times6.06/2=0.061$ nm. The fast result lies above the 1.62 nm found at constant $V_M$ because the mean-field equilibrium potential used in the integration is slightly higher than $V_M$.

In a real film $k_e$ depends on thickness, and falls steeply if electrons tunnel. The demand $zJ$ falls as well, at constant $V_M$ by a fraction of about $X_1/X^2$ per unit thickness, but this fraction shrinks as the film grows. Tunnelling can therefore become the bottleneck in thicker films, and whether equilibrium survives has to be judged by $zJ/R$ at each thickness.

**Q.** People speak of a limiting thickness, yet your rate never reaches zero.

**A.** It is a convention: one chooses a speed $v_*$ below which growth is called stopped. Setting $dX/dt=v_*$ and taking the logarithm,

$$kT\ln\frac{N\Omega\nu}{v_*}=W-\frac{zeaV_M}{X_L}
\;\Rightarrow\;
X_L=\frac{zeaV_M}{W-kT\ln(N\Omega\nu/v_*)} .$$

For $v_*=10^{-5}$ nm/s the logarithm is 39.84, and

$$X_L=\frac{0.600}{1.400-1.030}=1.62\ \mathrm{nm}=30.6\ \mathrm{bohr},$$

where the field is 0.93 V/nm.

**Q.** That is also the thickness after $10^4$ s. Is there a reason?

**A.** It follows from the chosen $v_*$. The series gives $t\approx(X^2/X_1v)(1-2\rho+6\rho^2)$ at speed $v$. For $X=1.62$ nm and $v=10^{-5}$ nm/s this is $1.13\times10^4\times0.89\approx10^4$ s. Another stopping speed would give another time and another thickness.

**Q.** The denominator can vanish on heating. What happens then?

**A.** It vanishes at

$$T_c=\frac{W}{k\ln(N\Omega\nu/v_*)},$$

which is 408 K here. Above $T_c$, $u_0>v_*$. With the return flux included, the speed at $X=X_1$ is $2u_0\sinh1=2.35\,u_0$, still above $v_*$, so the film passes $X_1$ without stopping. It still slows down: just above $T_c$, where $u_0\approx v_*$, the speed $2u_0\sinh(X_1/X)$ falls to $v_*$ near $X=2.1X_1$. For $X\gg X_1$, $\sinh(X_1/X)\approx X_1/X$, and

$$\frac{dX}{dt}\approx\frac{2u_0X_1}{X}\;\Rightarrow\;X^2=4u_0X_1t+\text{const}.$$

Growth would become parabolic if electrons still equilibrated, space charge stayed small and $zeV\gg kT$. In the example these conditions are not met: just above $T_c$, the mobile ions in a film of thickness $3X_1$, about 50 nm, would carry more charge than the surface electrons, and electrons could not tunnel through such a film. For these parameters the parabolic law is thus only a formal limit of the uniform-field model. $T_c$ marks no phase transition: it depends on $v_*$, and just below it $X_L$ is no longer small compared with $X_1$, so the one-way formula fails there too.

**Q.** How near is this model to a real oxide?

**A.** The natural oxide on aluminium near room temperature is roughly 2 to 4 nm thick, so the scale is reasonable, but the model was not fitted to it. The jump length $2a=0.4$ nm is long: neighbouring cations in close-packed oxides are about 0.3 nm apart. Using $a=0.15$ nm, with the rest fixed, lowers $X_L$ to $0.450/0.370=1.2$ nm.

The fields used here, about 0.7 to 1.9 V/nm at $V_M$ and higher if the avoidance between electrons raises $V$, are comparable with or above the breakdown fields of thicker oxide films, so a constant permittivity and a perfectly insulating film are idealizations. Real thin oxides are often disordered, which breaks the assumption of a single barrier. Changing $W$ alone to 1.3 or 1.5 eV moves $X_L$ to 2.2 or 1.3 nm. Oxygen ions may also move, which calls for a second flux. A measured inverse logarithmic curve therefore does not by itself establish this mechanism or fix its parameters. The values behind the example are collected in the numerical output below.

## Calculated quantities

```
temperature T = 300 K
thermal energy kT = 0.025852 eV
barrier W = 1.4 eV
acceptor depth D = 1.5 eV
interior hop barrier = 1 eV
cation charge number z = 2
well-to-saddle distance a = 0.2 nm
injection sites N = 10 nm^-2
volume per cation Omega = 0.02 nm^3
attempt frequency nu = 1e+13 s^-1
acceptor density Ns = 5 nm^-2
relative permittivity = 10
permittivity eps = 0.55263 e/(V nm)
starting thickness X0 = 0.8 nm
reference thickness Xref = 1.6 nm
zero-field speed u0 = 6.0543e-12 nm/s
field length X1 = 23.209 nm
saturation thickness Xs = 0.16579 nm
equilibrium V at X=0.8 nm = 1.534 V
equilibrium V at X=1.6 nm = 1.5547 V
equilibrium V at X=3.2 nm = 1.5738 V
V at X=0.05 nm (saturated) = 0.45238 V
acceptor filling at Xref = 0.1074
speed factor from log term at Xref = 1.6979
field D/(e Xref) = 0.9375 V/nm
linear barrier at Xref = 1.025 eV
cosine-well barrier at Xref = 1.0454 eV
cosine/linear rate ratio at Xref = 0.45417
net/one-way flux at X=24 nm = 0.85544
mobile ion charge in film at Xref = 1.1441e-05 e/nm^2
surface electron density at Xref = 0.537 nm^-2
electron rate const., medium = 10000 s^-1
load zJ/R at X0, medium = 0.11114
potential deficit at X0, medium = 0.0029821 V
bound on that deficit = 0.0030459 V
electron rate const., fast = 1e+06 s^-1
electron rate const., slow = 0.0001 s^-1
X after 1e4 s, fast electrons = 1.676 nm
X after 1e4 s, slow electrons = 0.85093 nm
X at constant V_M, t=1e+00 s = 1.0246 nm
X at constant V_M, t=1e+02 s = 1.2585 nm
X at constant V_M, t=1e+04 s = 1.621 nm
X at constant V_M, t=1e+06 s = 2.2479 nm
X1 * inverse-log slope at 1e4 s = 0.88344
three-term series for it = 0.88958
stopping speed v* = 1e-05 nm/s
log of N Omega nu / v* = 39.837
limiting thickness X_L = 1.621 nm
limiting thickness X_L = 30.633 bohr
field at X_L = 0.92533 V/nm
characteristic temperature T_c = 407.82 K
```
